# Mean 1s binding energy of phosphorus in silicon and its excess

**Question**

I have an exercise on the phosphorus donor in silicon. The 1s level is split into three, with binding energies measured down from the conduction-band edge:

- $A_1$: 45.6 meV
- $T_2$: 33.9 meV
- $E$: 32.6 meV

I am asked for the "degeneracy-weighted mean" and for its excess over the effective-mass value, 31.3 meV. I added the three energies and divided by three, which gave 37.37 meV and an excess of 6.07 meV. I am told that this is wrong because the levels must be weighted.

I can look up the dimensions of $A_1$, $T_2$ and $E$, but I don't see why they should enter. If a donor electron at low temperature sits in $A_1$, why should the nearly empty levels count at all, let alone count more? And what does the excess tell me about the phosphorus atom?

**Answer**

The weighted mean is a property of the spectrum, not of where the electron happens to be. It counts each quantum state once. Your average counted each symmetry label once, which gives the single $A_1$ state as much influence as the three $T_2$ states together.

**The calculation**

Silicon has six equivalent conduction-band minima, or valleys, along the directions $\pm x,\pm y,\pm z$. In single-valley effective-mass theory each valley supplies one 1s donor state, and all six have the same binding energy, here $E_{\rm EM}=31.3$ meV. The real donor splits these six states into one $A_1$ state, three $T_2$ states and two $E$ states. I count binding energies as positive, so a larger number means a deeper level. The mean over states is

$$
M=\frac{1\,E_{A_1}+3\,E_{T_2}+2\,E_E}{1+3+2}.
$$

Spin turns every orbital state into two states. The weights become 2, 6 and 4, their sum becomes 12, and the common factor of 2 cancels.

With your data,

$$
M=\frac{45.6+3(33.9)+2(32.6)}{6}
=\frac{45.6+101.7+65.2}{6}
=\frac{212.5}{6}=35.42\ \text{meV}.
$$

The excess is

$$
X=M-E_{\rm EM}=35.42-31.3=4.12\ \text{meV}.
$$

So $M\approx 0.0354$ eV and $X\approx 0.0041$ eV. The excess is about 13% of the effective-mass value.

You can check this level by level. Because the weights divided by 6 add to one, $E_{\rm EM}$ can be subtracted inside the average:

$$
X=\frac{(45.6-31.3)+3(33.9-31.3)+2(32.6-31.3)}{6}
=\frac{14.3+7.8+2.6}{6}=4.12\ \text{meV}.
$$

The three contributions are 2.38, 1.30 and 0.43 meV. The $A_1$ level is by far the most displaced, but it is one state in six. The other five states supply 1.73 meV of the excess.

The input levels are spectroscopic values rounded to 0.1 meV, so each may be off by up to 0.05 meV from rounding. If all three err in the same direction, $M$ moves by 0.05 meV. An opposite rounding error in $E_{\rm EM}$ adds another 0.05 meV to the error of $X$. The data as given therefore support $M=35.4$ meV and $X=4.1$ meV, with a largest rounding error of 0.1 meV in $X$.

**Why this average means something**

Take one 1s state from each valley, in the order $+x,-x,+y,-y,+z,-z$, and treat the six as an orthonormal basis. Let $B$ be the effective binding matrix in this basis: the conduction-band edge minus the effective Hamiltonian. Its eigenvalues are the binding energies, and a positive off-diagonal element deepens a combination in which the two valleys have the same sign.

A phosphorus atom on a silicon site has tetrahedral surroundings. The symmetry operations permute the three axes and reverse an even number of them. I choose the phases of the valley states so that these operations just exchange the states, without extra signs. This is possible for the silicon valleys with the donor on a lattice site, and it is what produces the set $A_1+T_2+E$.

The symmetry leaves three independent numbers in $B$:

- Every valley can be carried into every other one, so all diagonal elements equal one number $d$.
- Cyclic permutation of the axes carries the opposite pair $\pm x$ into $\pm y$ and $\pm z$. All opposite valleys therefore have the same coupling $g$.
- A perpendicular pair such as $(+x,+y)$ can be carried into $(+x,-y)$ by reversing $y$ and $z$ together, and the other sign choices follow similarly. Cyclic permutations then reach the other axes. All perpendicular valleys have the same coupling $f$.

There are also operations that exchange the two members of each pair, so $B_{ij}=B_{ji}$. Since $B$ is Hermitian, $g$ and $f$ are real. The matrix is

$$
B=\begin{pmatrix}
d&g&f&f&f&f\\
g&d&f&f&f&f\\
f&f&d&g&f&f\\
f&f&g&d&f&f\\
f&f&f&f&d&g\\
f&f&f&f&g&d
\end{pmatrix}.
$$

Now apply it to suitable combinations of valleys.

*All signs equal*, $(1,1,1,1,1,1)$. Each row gives its own diagonal element, one opposite coupling and four perpendicular couplings:

$$
E_{A_1}=d+g+4f .
$$

*Opposite signs on one axis*, $(1,-1,0,0,0,0)$. The first row gives $d-g$ and the second gives $g-d=-(d-g)$. Each remaining row gives $f-f=0$. The vector is reproduced with the factor

$$
E_{T_2}=d-g .
$$

There is one such vector for each of the three axes, hence three states.

*Equal signs on each axis, with the axis amplitudes adding to zero*, for example $(1,1,-1,-1,0,0)$. The first two rows give $d+g-2f$. The next two give $2f-d-g=-(d+g-2f)$, and the last two give $2f-2f=0$. Thus

$$
E_E=d+g-2f .
$$

A second, orthogonal combination is $(1,1,1,1,-2,-2)$. Its first four rows give $d+g+2f-4f=d+g-2f$, and its last two give $4f-2d-2g=-2(d+g-2f)$. It has the same eigenvalue, so $E$ has two states.

Insert the three energies into the weighted sum:

$$
\begin{aligned}
E_{A_1}+3E_{T_2}+2E_E
&=(d+g+4f)+(3d-3g)+(2d+2g-4f)\\
&=6d+(1-3+2)g+(4-4)f\\
&=6d .
\end{aligned}
$$

Therefore $M=d$. The weights 1, 3 and 2 are the ones that remove both couplings and leave the energy of a single valley state inside the effective matrix. Your equal-weight average gives instead

$$
\frac{E_{A_1}+E_{T_2}+E_E}{3}
=\frac{3d+g+2f}{3}
=d+\frac{g+2f}{3},
$$

which mixes the splitting into the quantity that was meant to be free of it.

**What the splittings say**

The same equations can be solved for the couplings. From $E_{T_2}=d-g$ and $d=M$,

$$
g=M-E_{T_2}=35.417-33.9=1.517\ \text{meV}.
$$

Subtracting $E_E$ from $E_{A_1}$ removes $d+g$ and leaves $6f$:

$$
f=\frac{E_{A_1}-E_E}{6}=\frac{45.6-32.6}{6}=2.167\ \text{meV}.
$$

As a check, $d+g+4f=35.417+1.517+8.667=45.6$ meV, which is the $A_1$ level again.

The small gap between $T_2$ and $E$ also has a simple reading:

$$
E_{T_2}-E_E=(d-g)-(d+g-2f)=2(f-g)=1.3\ \text{meV}.
$$

$T_2$ is the deeper of the two because $f$ is larger than $g$. If the two couplings were equal, these five states would coincide. If both were zero, all six states would lie at $d$, and $M$ would be their common energy.

This lets you examine a tempting picture of the phosphorus atom: an extra attraction concentrated at one point, felt with equal amplitude by all six valley states. To first order, such a contact potential adds the same number $c$ to every element of the matrix, diagonal or not. Then $d=E_{\rm EM}+c$ and $g=f=c$, so that

$$
E_{A_1}=E_{\rm EM}+6c,\qquad
E_{T_2}=E_E=E_{\rm EM}.
$$

The mean excess is $6c/6=c$. Matching it to your data requires $c=4.117$ meV, which puts $A_1$ at $31.3+6(4.117)=56.0$ meV and leaves the other five states at 31.3 meV. The data have $A_1$ at 45.6 meV, and $T_2$ and $E$ are deeper than 31.3 meV by 2.6 and 1.3 meV. The first-order contact model can reproduce the mean, but it fails for the individual levels.

**Is the excess the strength of the central-cell potential?**

Not directly. The region near the phosphorus nucleus, where the potential differs from a screened Coulomb potential, is called the central cell. If its effect were weak, $X$ would be minus the first-order expectation value of the extra potential in one valley state. The minus sign appears because an attractive potential lowers the energy and so raises the binding. But an attractive central cell also pulls the envelope wavefunction inward, and this deepens the level further. The effective element $d$ includes that response.

A simple model shows the size of the effect. Replace the anisotropic valley by an isotropic hydrogen-like envelope with binding energy 31.3 meV. For a dielectric constant of 11.4, its Bohr radius is

$$
a=\frac{e^2}{8\pi\epsilon_0\epsilon_r E_{\rm EM}}=2.02\ \text{nm}.
$$

Measure length in units of $a$ and energy in units of $E_{\rm EM}$, and add a Gaussian well of depth $v$ and range $w$. The radial function $u(r)$ obeys

$$
-u''-\frac{2}{r}u-v\,e^{-r^2/w^2}u=\varepsilon u .
$$

For each of the three levels, $v$ is adjusted until the full solution has the required binding energy. The first-order shift is then calculated with the same well but with the original hydrogen-like 1s function:

$$
\Delta^{(1)}=E_{\rm EM}\,v\int_0^\infty 4r^2e^{-2r}e^{-r^2/w^2}\,dr .
$$

It cannot exceed the full shift. The original function is only a trial function for the new problem, and by the variational principle it cannot give more binding than the true ground state.

For a well range of 0.2 nm, the first-order shifts of $A_1$, $T_2$ and $E$ are about 5.5, 2.0 and 1.1 meV, against full shifts of 14.3, 2.6 and 1.3 meV. Their weighted mean is

$$
\frac{5.5+3(2.0)+2(1.1)}{6}\approx2.3\ \text{meV},
$$

so contraction of the envelope supplies the other 1.8 meV of $X$. For a range of 0.4 nm the first-order part is 2.7 meV and the contraction part 1.4 meV.

For these two ranges, then, roughly a third to nearly a half of the excess is the response of the envelope, most of it in the $A_1$ state. The split depends on the assumed range, with a larger response for the shorter one, and a separately fitted isotropic well for each level is not a calculation of the real phosphorus potential. It does show that $X$ should not be read as a bare first-order matrix element. The identity $M=d$ is unaffected, because it concerns the effective matrix that reproduces the actual levels.

**How firm is the reference value?**

The excess is a small difference between two larger numbers, so it is sensitive to $E_{\rm EM}$. At fixed effective masses, the donor radius grows in proportion to $\epsilon_r$. The Coulomb energy varies as $1/(\epsilon_r r)$ and the kinetic energy as $1/r^2$, so both scale as $1/\epsilon_r^2$.

An estimate with the valley's anisotropy included uses the trial envelope

$$
\psi\propto\exp\!\left[-\sqrt{\frac{x^2+y^2}{a_t^2}+\frac{z^2}{a_l^2}}\,\right],
$$

where $z$ is the valley axis and the two radii are varied to maximize the binding. With rough masses of 0.19 and 0.92 electron masses across and along the axis, and $\epsilon_r=11.4$, it gives about 31.2 meV, close to your 31.3 meV. With $\epsilon_r=11.7$ it gives about 29.6 meV.

Scaling your reference in the same way gives

$$
31.3\left(\frac{11.4}{11.7}\right)^2=29.72\ \text{meV},
\qquad X=35.42-29.72=5.70\ \text{meV}.
$$

With the three levels held fixed, a change of less than 3% in the dielectric constant raises the excess by about 1.6 meV, far more than the rounding of the levels does. This shows a sensitivity, not a real uncertainty of that size. The value 11.7 belongs to room temperature. The value 11.4 is the low-temperature one: in effective-mass theory it gives 3.28 meV for the spacing of the excited $2p_\pm$ and $3p_\pm$ levels, as measured, whereas 11.7 gives 3.12 meV. The spectroscopic binding energies are also not independent of $\epsilon_r$. They are obtained by adding the calculated binding of an excited p level, about 3.1 meV for $3p_\pm$, to a measured line energy. A consistent change to 11.7 would therefore lower $M$ by about 0.16 meV too, and the excess would rise by about 1.4 meV. The answer 4.1 meV therefore belongs to the stated reference of 31.3 meV. A quoted excess should always come with its reference.

**Why the empty levels count, and when they don't**

Your objection about low temperature is correct for a different question. If you ask for the mean binding energy of an electron in thermal equilibrium within the 1s states of a neutral donor, each level needs a Boltzmann factor as well as its degeneracy. Deeper binding means lower energy, so the exponent is positive:

$$
\langle E\rangle_T=
\frac{\sum_i n_iE_i\,e^{E_i/kT}}{\sum_i n_i\,e^{E_i/kT}},
\qquad n_i=1,3,2 .
$$

With the levels held fixed, this gives 45.6 meV at 4 K, 40.2 meV at 77 K and 36.4 meV at 300 K. At 4 K, $kT=0.34$ meV is tiny compared with the 11.7 meV gap between $A_1$ and $T_2$, so the electron is almost certainly in $A_1$.

In the opposite limit, write $E_i=M+\delta_i$. The common factor $e^{M/kT}$ cancels, and for $kT\gg|\delta_i|$ we can use $e^{\delta_i/kT}\approx1+\delta_i/kT$. Since $\sum_i n_i\delta_i=0$, the denominator is 6 to this order, and

$$
\langle E\rangle_T\approx M+\frac{1}{kT}\,\frac{\sum_i n_i\delta_i^2}{6}.
$$

The thermal mean approaches $M$ from above. Here the deviations are 10.18, $-1.52$ and $-2.82$ meV, and their weighted mean square is about 21.1 meV². At 300 K, where $kT=25.85$ meV, the correction is about 0.8 meV. The full Boltzmann sum gives about 0.9 meV, so the expansion is already a fair guide.

**Using the number for real silicon**

The levels here are those of an isolated phosphorus donor in unstrained silicon, and a binding energy of roughly 45 meV is typical of its ground state. For freeze-out of carriers in a lightly doped device so cold that $kT$ is well below the 11.7 meV gap between $A_1$ and $T_2$, the relevant energy is the $A_1$ value, 45.6 meV. Using $M$ would make the donor 10.2 meV too shallow. At 77 K the Boltzmann factors above put about 44% of the 1s population in $T_2$ or $E$, so a calculation of the ionized fraction must include those levels too. Near room temperature most donors in lightly doped silicon are ionized, and even among those that remain neutral more than half of the Boltzmann weight lies in the shallower 2p, 2s and higher states, so the 300 K thermal mean above is only an average within the 1s states. Strain that stretches or compresses the three cubic axes unequally makes the valleys inequivalent, so the diagonal elements differ and the three-level formulas no longer apply. At high doping, neighbouring donors overlap and their levels broaden, which this single-donor calculation does not describe.

For your exercise, the answer is a weighted mean of 35.4 meV and an excess of 4.1 meV. The numerical output below gives the values with further digits.

## Numbers as computed

```
A1: weight 1, input binding 45.6 meV
A1: excess 14.3 meV, share of X 2.383 meV
T2: weight 3, input binding 33.9 meV
T2: excess 2.6 meV, share of X 1.300 meV
E: weight 2, input binding 32.6 meV
E: excess 1.3 meV, share of X 0.433 meV
Effective-mass reference: 31.3 meV
Weighted sum of levels: 212.5 meV
Weighted mean M: 35.417 meV = 0.03542 eV
Excess X: 4.117 meV = 0.00412 eV
Excess relative to reference: 13.2 %
Largest rounding error of M: 0.05 meV
Largest rounding error of X: 0.10 meV
Unweighted three-level mean (wrong): 37.37 meV
Its apparent excess (wrong): 6.07 meV
Opposite-valley coupling g: 1.517 meV
Perpendicular-valley coupling f: 2.167 meV
Rebuilt matrix eigenvalues (meV): [32.6 32.6 33.9 33.9 33.9 45.6]
Contact model A1 for same X: 56.0 meV
Contact model T2 and E: 31.3 meV
Rough masses: transverse 0.19, longitudinal 0.92 m_e
Variational binding, eps 11.4: 31.19 meV
Variational binding, eps 11.7: 29.61 meV
Reference rescaled to eps 11.7: 29.72 meV
Excess over rescaled reference: 5.70 meV
Isotropic effective Bohr radius: 2.02 nm
Well range 0.2 nm, first-order A1/T2/E shifts: 5.54/2.00/1.13 meV
  weighted first-order part 2.30 meV, contraction part 1.82 meV
Well range 0.4 nm, first-order A1/T2/E shifts: 7.37/2.19/1.19 meV
  weighted first-order part 2.72 meV, contraction part 1.40 meV
T 4 K: kT 0.34 meV, thermal 1s mean 45.60 meV
T 77 K: kT 6.64 meV, thermal 1s mean 40.21 meV
T 300 K: kT 25.85 meV, thermal 1s mean 36.36 meV
```
